# Kirkwood–Fröhlich equation from a sphere's response and from long-wave fluctuations

## What dimensions and symmetry fix

Take an isotropic polar fluid of \(N\) molecules in a macroscopic region of volume \(V\), at temperature \(T\), surrounded by more of the same fluid. Let \(\mathbf M\) be the sum of the permanent dipoles in the region. Let the region be a sphere for now. Without a field no direction is then preferred, so

\[
\langle \mathbf M\rangle=0,\qquad \langle M_z^2\rangle=\tfrac13\langle M^2\rangle .
\]

In Gaussian units a squared dipole divided by a volume is an energy. The fluctuation therefore enters a relation between permittivities through the pure number \(\langle M^2\rangle/(k_BTV)\).

Let \(\epsilon\) be the static permittivity and \(\epsilon_\infty\) the permittivity of the induced, electronic response alone. Suppose that the permanent dipoles sit in a uniform background \(\epsilon_\infty\), where \(\nabla\cdot(\epsilon_\infty\mathbf E)=4\pi\rho\). The substitution \(\mathbf E=\mathbf E'/\sqrt{\epsilon_\infty}\), \(\rho=\sqrt{\epsilon_\infty}\,\rho'\) gives \(\nabla\cdot\mathbf E'=4\pi\rho'\) and leaves the energy density \(\epsilon_\infty E^2/8\pi=E'^2/8\pi\) unchanged. The problem becomes one in vacuum, with moments \(\mathbf M/\sqrt{\epsilon_\infty}\) and permittivity \(x=\epsilon/\epsilon_\infty\). If the fluctuation is fixed by the permittivities alone, as the derivations below show, then

\[
\frac{4\pi\langle M^2\rangle}{k_BTV}=\epsilon_\infty f\!\left(\frac{\epsilon}{\epsilon_\infty}\right),\qquad f(1)=0 .
\]

The function \(f\) needs electrostatics. Both derivations below give \(f(x)=(x-1)(2x+1)/x\).

## Definitions used in both derivations

Reorientation is classical, the applied field is static and weak, and the fluid is not ferroelectric. The background \(\epsilon_\infty\) is taken to be independent of the orientations.

The dipole \(\mathbf m_i\) is a source moment: it excludes the polarization that it induces in the background. With \(\mathbf M=\sum_i\mathbf m_i\) and \(\mathbf P_{or}=\langle\mathbf M\rangle/V\),

\[
\mathbf D=\epsilon_\infty\mathbf E+4\pi\mathbf P_{or}=\epsilon\mathbf E
\quad\Longrightarrow\quad
4\pi\mathbf P_{or}=(\epsilon-\epsilon_\infty)\mathbf E. \tag{1}
\]

Equation (1) separates the electronic response from the orientational one. What is counted in \(\epsilon_\infty\) must not be counted again in \(\mathbf M\).

If all source moments have length \(\mu\), then

\[
\langle M^2\rangle=\sum_{i,j}\langle\mathbf m_i\cdot\mathbf m_j\rangle
=N\mu^2 g,\qquad
g=1+\frac1N\sum_{i\ne j}\langle\cos\gamma_{ij}\rangle, \tag{2}
\]

where \(\gamma_{ij}\) is the angle between two dipoles. The terms \(i=j\) give the 1. Parallel correlation raises \(g\) above 1 and antiparallel correlation lowers it.

## First derivation: a sphere responds to a field

**The field that acts on the dipoles.** Let the region be a sphere of radius \(a\) in a continuum of permittivity \(\epsilon'\), with a uniform remote field \(E_0\) along \(z\). Keeping \(\epsilon'\) general will show what the surroundings do. First hold the permanent dipoles' orientations fixed. The field of external sources then sees a sphere of permittivity \(\epsilon_i=\epsilon_\infty\). Its potential is

\[
\phi_{in}=-Gr\cos\theta,\qquad \phi_{out}=-E_0r\cos\theta+\frac{B\cos\theta}{r^2}.
\]

Continuity of \(\phi\) at \(r=a\) gives \(B=a^3(E_0-G)\). Continuity of \(\epsilon\,\partial\phi/\partial r\) gives

\[
\epsilon_iG=\epsilon'\left(E_0+\frac{2B}{a^3}\right)=\epsilon'(3E_0-2G)
\quad\Longrightarrow\quad
G=\frac{3\epsilon'}{2\epsilon'+\epsilon_i}E_0. \tag{3}
\]

**The coupling energy.** Let \(\rho_e,\phi_e\) belong to the external charges and \(\rho_m,\phi_m\) to the permanent dipoles. With \(\varepsilon(\mathbf r)\) the permittivity at each point, integration by parts gives

\[
\int\rho_e\phi_m\,d^3r=\frac1{4\pi}\int\varepsilon(\mathbf r)\,\nabla\phi_e\cdot\nabla\phi_m\,d^3r=\int\rho_m\phi_e\,d^3r .
\]

The electrostatic free energy at given charges is \(\frac12\int(\rho_e+\rho_m)(\phi_e+\phi_m)\,d^3r\). Its two cross terms are equal and add up to \(\int\rho_m\phi_e\,d^3r=-\mathbf M\cdot\mathbf G\). The term in \(\rho_m\phi_m\), which contains the reaction field of the surroundings, does not depend on \(E_0\). It belongs to the energy \(U_0\) that governs the fluctuations at zero field.

**The average moment.** To first order in \(G\),

\[
\langle M_z\rangle_G=\frac{\int M_z\,e^{-(U_0-M_zG)/k_BT}\,d\Omega}{\int e^{-(U_0-M_zG)/k_BT}\,d\Omega}
=\frac{G}{k_BT}\langle M_z^2\rangle=\frac{\langle M^2\rangle}{3k_BT}G, \tag{4}
\]

where \(d\Omega\) runs over all configurations. The correction from the denominator is proportional to \(\langle M_z\rangle^2=0\).

**The macroscopic field.** Once the dipoles have relaxed, the sphere has permittivity \(\epsilon\). Equation (3) with \(\epsilon_i=\epsilon\) gives the mean field \(E=3\epsilon'E_0/(2\epsilon'+\epsilon)\), so

\[
\frac GE=\frac{2\epsilon'+\epsilon}{2\epsilon'+\epsilon_\infty}.
\]

The fields \(G\) and \(E\) differ because \(E\) includes the mean field produced by the partly aligned dipoles. Inserting (4) in (1) gives \((\epsilon-\epsilon_\infty)E=4\pi\langle M^2\rangle G/(3k_BTV)\), or

\[
\frac{(\epsilon-\epsilon_\infty)(2\epsilon'+\epsilon_\infty)}{2\epsilon'+\epsilon}
=\frac{4\pi\langle M^2\rangle_{\epsilon'}}{3k_BTV}. \tag{5}
\]

The subscript says that the fluctuation depends on the surroundings. For \(\epsilon'=\epsilon\) the denominator is \(3\epsilon\), and multiplication by 3 yields

\[
\boxed{\frac{(\epsilon-\epsilon_\infty)(2\epsilon+\epsilon_\infty)}{\epsilon}
=\frac{4\pi\langle M^2\rangle}{k_BTV}} \tag{6}
\]

**From the free molecule to the source moment.** Represent a molecule as a sphere of radius \(b\) and permittivity \(\epsilon_\infty\) with a source dipole \(\mu\) at its centre. In a background \(\epsilon_\infty\) the sphere has no visible boundary, and \(\mu\) is the moment used above. In vacuum the observed moment \(\mu_0\) is defined by the outer potential:

\[
\phi_{in}=\left(\frac{\mu}{\epsilon_\infty r^2}+Ar\right)\cos\theta,\qquad
\phi_{out}=\frac{\mu_0\cos\theta}{r^2}.
\]

Continuity of \(\phi\) gives \(Ab^3=\mu_0-\mu/\epsilon_\infty\). Continuity of the normal displacement gives \(-2\mu+\epsilon_\infty Ab^3=-2\mu_0\). Eliminating \(A\), we find \(-3\mu+\epsilon_\infty\mu_0=-2\mu_0\), so

\[
\mu=\frac{\epsilon_\infty+2}{3}\,\mu_0. \tag{7}
\]

Equations (2), (6) and (7) give the Kirkwood–Fröhlich equation,

\[
\boxed{\frac{(\epsilon-\epsilon_\infty)(2\epsilon+\epsilon_\infty)}{\epsilon(\epsilon_\infty+2)^2}
=\frac{4\pi N g\,\mu_0^2}{9k_BTV}} \tag{8}
\]

## Second derivation: fluctuations without a boundary

**Response of one wave.** Now consider an unbounded fluid. Let \(\mathbf p(\mathbf r)\) be the fluctuating density of source moment, and apply a weak probe \(F_0\hat{\mathbf e}\cos(\mathbf k\cdot\mathbf r)\). This is the field that would exist in the background if the permanent dipoles were absent. It couples to \(Q=\int\hat{\mathbf e}\cdot\mathbf p\cos(\mathbf k\cdot\mathbf r)\,d^3r\) through the energy \(-QF_0\). As in (4), \(\langle Q\rangle=F_0\langle Q^2\rangle/k_BT\).

If the mean polarization is \(\chi\) times the probe, then \(\langle Q\rangle=\chi F_0V/2\), since \(\cos^2\) averages to one half. Define \(S_{ab}(\mathbf r)=\langle p_a(\mathbf r'+\mathbf r)p_b(\mathbf r')\rangle\), with Fourier transform \(\hat S_{ab}(\mathbf k)\). The product of cosines in \(Q^2\) gives \(\langle Q^2\rangle=\frac V2\hat S_{ee}(\mathbf k)\), because the part that depends on \(\mathbf r+\mathbf r'\) averages out. Therefore \(\hat S_{ee}=k_BT\chi\).

**Longitudinal wave**, \(\hat{\mathbf e}\parallel\mathbf k\). External charges fix \(D\). Without permanent dipoles the field is \(F=D/\epsilon_\infty\); with them it is \(E=D/\epsilon=(\epsilon_\infty/\epsilon)F\). Equation (1) gives

\[
\chi_L=\frac{\epsilon-\epsilon_\infty}{4\pi}\,\frac{\epsilon_\infty}{\epsilon}.
\]

**Transverse wave**, \(\hat{\mathbf e}\perp\mathbf k\). The polarization has no divergence, so it carries no charge and makes no electrostatic field. Hence \(E=F\) and

\[
\chi_T=\frac{\epsilon-\epsilon_\infty}{4\pi}.
\]

Static charges cannot produce such a transverse field. It serves as a formal probe, whose long-wave limit corresponds to a uniform field along the faces of a plate.

**Sum over directions.** There are two transverse directions and one longitudinal direction. As \(k\to0\),

\[
\operatorname{tr}\hat S=k_BT(2\chi_T+\chi_L)
=\frac{k_BT(\epsilon-\epsilon_\infty)}{4\pi}\left(2+\frac{\epsilon_\infty}{\epsilon}\right)
=\frac{k_BT}{4\pi}\,\frac{(\epsilon-\epsilon_\infty)(2\epsilon+\epsilon_\infty)}{\epsilon}. \tag{9}
\]

**Moment of a finite region.** The separate components of \(\hat S\) depend on the direction of \(\mathbf k\) even as \(k\to0\):

\[
\hat S_{ab}\to k_BT\left[\chi_T\delta_{ab}+(\chi_L-\chi_T)\hat k_a\hat k_b\right].
\]

The inverse transform of \(\hat k_a\hat k_b\) is \(-\partial_a\partial_b(1/4\pi r)\), so at large distance

\[
S_{ab}(\mathbf r)\simeq k_BT(\chi_T-\chi_L)\frac{3\hat r_a\hat r_b-\delta_{ab}}{4\pi r^3}. \tag{10}
\]

An integral over this \(r^{-3}\) tail depends on the shape of the region. The trace of the tail is \(3-3=0\), so this dependence is absent from \(\langle M^2\rangle\). For a region much larger than the remaining correlation range,

\[
\langle M^2\rangle=\int_V\!\int_V\operatorname{tr}S(\mathbf r-\mathbf r')\,d^3r\,d^3r'
\simeq V\operatorname{tr}\hat S(0).
\]

With (9) this is equation (6), obtained without a cavity.

**Source moment from the local field.** Let \(n=N/V\), let each molecule have electronic polarizability \(\alpha\), and let \(\mathbf p_0\) be its mean permanent moment. Assume the Lorentz local field \(\mathbf E+4\pi\mathbf P/3\) and put \(x_\alpha=4\pi n\alpha/3\). Then

\[
\mathbf P=n\mathbf p_0+n\alpha\left(\mathbf E+\frac{4\pi}{3}\mathbf P\right)
\quad\Longrightarrow\quad
\mathbf P=\frac{n\mathbf p_0+n\alpha\mathbf E}{1-x_\alpha}.
\]

For \(\mathbf p_0=0\), \(\epsilon_\infty=1+3x_\alpha/(1-x_\alpha)=(1+2x_\alpha)/(1-x_\alpha)\), and so \(\epsilon_\infty+2=3/(1-x_\alpha)\). In general,

\[
\mathbf D=\mathbf E+4\pi\mathbf P=\epsilon_\infty\mathbf E+4\pi n\,\frac{\epsilon_\infty+2}{3}\,\mathbf p_0 .
\]

Comparison with (1) identifies the source moment as \((\epsilon_\infty+2)/3\) times the free moment. This is (7), and (8) follows again.

## What each derivation assumes

Both derivations use classical linear response, a fixed electronic background and a local macroscopic permittivity. For dipoles of fixed length, equation (4) fails in strong fields, where the alignment saturates. It also needs modification when \(\langle\mathbf M\rangle\neq0\) at zero field.

The first derivation also treats the surroundings as a continuum up to a sharp spherical surface. The sphere must be large enough for the molecular layer at that surface to be negligible. In return, (5) covers other surroundings. For a conductor, \(\epsilon'\to\infty\), it becomes \(\epsilon-\epsilon_\infty=4\pi\langle M^2\rangle/(3k_BTV)\).

The second derivation has no boundary, but it requires the same \(\epsilon\) to describe longitudinal and transverse waves as \(k\to0\). It also shows why the region need not be spherical when it lies in its own medium.

The step to \(\mu_0\) is weaker in both. One version assumes a spherical dielectric molecule, the other a Lorentz field. If neither is adequate, (6) can still hold while (8) fails.

A lattice model checks the fluctuation formula and the effects of the region's shape and surroundings. Each site of a cubic lattice carries a harmonic slow dipole and a fast polarizability, with values 0.09 and 0.06 in units of the cubed spacing. Its local-field response gives \(\epsilon_\infty=2.007\) and \(\epsilon=6.071\). The fluctuations quoted for this model are those of the slow dipoles themselves. By (7) they are multiplied by \(((\epsilon_\infty+2)/3)^2=1.784\) to become fluctuations of the source moment, which is what enters (5) and (6). The slow dipoles vary in length, so \(g\) is referred to the mean square of one dipole in the lattice. In units of \(k_BT\) times the cubed spacing, this mean square is 0.3601, against \(3\times0.09=0.27\) for an isolated dipole, and the pair sum out to ten spacings is 0.4223. Thus \(g=0.4223/0.3601=1.173\), and the fluctuations return \(\epsilon=6.069\), within 0.1% of the response value. The pair sum is 0.4525 at one spacing and 0.4290 at four, so nearest neighbours alone do not determine \(g\) here.

Replacing a cube of summation around one site by an elongated box changes the trace sum by 0.13%, but the component along the box by 17.6%. For this box of \(13\times13\times27\) sites, the tail (10) alone gives no change in the trace and 18.3% in the component; the lattice figure also depends somewhat on the size of the periodic cell, here 36 spacings.

For a ball of 739 sites in vacuum, the fluctuation per site is 0.2730, while (5) with \(\epsilon'=1\) gives 0.4817 for the source moment and so predicts \(0.4817/1.784=0.2700\). The difference is 1.1% for this ball and varies irregularly between about 1% and 2% for balls of 81 to 1189 sites. It may come from the rough surface; that cause was not isolated. Putting the vacuum fluctuation, times 1.784, into (6) would give \(\epsilon=4.51\) instead of 6.07. The fluctuation and the formula must refer to the same surroundings.

## Solving for the permittivity

Define \(y=4\pi Ng\mu^2/(k_BTV)\). Equation (6) becomes \(2\epsilon^2-(\epsilon_\infty+y)\epsilon-\epsilon_\infty^2=0\). The product of its roots is negative, so one root is positive:

\[
\epsilon=\frac{\epsilon_\infty+y+\sqrt{(\epsilon_\infty+y)^2+8\epsilon_\infty^2}}4. \tag{11}
\]

For \(y\ll\epsilon_\infty\), setting \(\epsilon\approx\epsilon_\infty\) in the slowly varying factors of (6) gives \(\epsilon\approx\epsilon_\infty+y/3\). For \(y\gg\epsilon_\infty\), (11) gives \(\epsilon\approx(y+\epsilon_\infty)/2\). With \(g=1\), (8) is Onsager's equation. Equation (11) predicts \(\epsilon\) once \(g\) is known; \(g\) itself depends on the molecular interactions, including the dipolar ones.

## Example: short chains of dipoles

Take model molecules with \(\mu_0=1.5\) D, \(N/V=10^{22}\ \mathrm{cm^{-3}}\), \(T=300\) K and \(\epsilon_\infty=2\). They form open chains of four, with effective neighbour energy \(-J\cos\gamma\). Pairs on different chains are taken to add nothing to the sum of \(\langle\cos\gamma_{ij}\rangle\); the traceless tail (10) is still present but does not enter \(g\). This prescribes \(g\) and does not replace a simulation of a liquid.

With \(K=J/k_BT\), the mean cosine between neighbours is

\[
L=\frac{\int_{-1}^{1}c\,e^{Kc}\,dc}{\int_{-1}^{1}e^{Kc}\,dc}
=\frac{d}{dK}\ln\frac{2\sinh K}{K}=\coth K-\frac1K .
\]

Given one unit vector, the mean of the next is \(L\) times it, since the free remainder of the chain integrates to a constant. Repeating this step gives \(\langle\cos\gamma_{ij}\rangle=L^{|i-j|}\). A chain of four has three pairs at distance one, two at distance two and one at distance three:

\[
g=1+\frac24\left(3L+2L^2+L^3\right).
\]

For \(K=2\), \(L=0.5373\) and \(g=1+0.8060+0.2887+0.0776=2.172\). For \(K=-2\), the odd powers change sign and \(g=0.405\). A numerical partition function in a weak field gives the same values, which also tests the linear-response step (4) for dipoles of fixed length.

The source moment is \(\mu=(4/3)\times1.5=2.0\) D, or \(6.67\times10^{-30}\) C m. With \(k_BT=4.142\times10^{-14}\) erg, the value of \(y\) for \(g=1\) is

\[
y_1=\frac{4\pi\times10^{22}\times(2.0\times10^{-18})^2}{4.142\times10^{-14}}=12.136 .
\]

For \(K=2\), \(y=2.172\times12.136=26.36\), and (11) gives

\[
\epsilon=\frac{28.36+\sqrt{28.36^2+32}}4=14.3 .
\]

Without neighbour coupling, \(K=0\) and \(g=1\), the result is \(\epsilon=7.3\), and antiparallel correlation, \(K=-2\), gives \(\epsilon=4.0\). The molecules and their density are the same in all three cases; the difference comes from \(g\).

A sphere of 1000 molecules has a radius of 2.88 nm. If the chains cut by its surface are neglected, its rms moment is \(\sqrt{1000g}\,\mu=93\) D for \(K=2\), 63 D for \(K=0\) and 40 D for \(K=-2\). Full alignment would give 2000 D.

Using \(\mu_0\) in place of \(\mu\) in \(y\) for \(K=2\) would lower the result from 14.3 to 8.6. Conversely, if \(g\) were inferred from a given \(\epsilon\) with this enhancement omitted, it would come out too large by the factor \((4/3)^2=1.78\), and an electronic effect would be read as orientational correlation.

## Table of computed values

```
lattice a_fast, a_slow = 0.06, 0.09 (spacing^3)
lattice einf, eps (local field) = 2.0071, 6.0714
slow <p^2> per site = 0.36006 (kT spacing^3)
pair sum to radius  1 spacings = 0.45245 (kT spacing^3)
pair sum to radius  2 spacings = 0.45286 (kT spacing^3)
pair sum to radius  4 spacings = 0.42903 (kT spacing^3)
pair sum to radius 10 spacings = 0.42227 (kT spacing^3)
lattice g = 1.1728
eps from embedded fluctuations = 6.0690
cube to long box: trace change = 0.13 %
cube to long box: zz change = 17.56 %
sites in vacuum ball = 739
vacuum ball <M^2>/N = 0.27296 (kT spacing^3)
vacuum relation predicts = 0.27000 (kT spacing^3)
eps if vacuum data put in embedded formula = 4.5100
example mu0 = 1.5 D, density = 1.0e+22 cm^-3
example T = 300 K, einf = 2.0, chain n = 4
kT = 4.1419e-14 erg
source moment mu = 2.0000 D
source moment mu = 6.6713e-28 C m
y for g=1 = 12.1357
radius of 1000-molecule sphere = 2.879 nm
K = +2.0: L = +0.53731, g = 2.17224
  g from partition function = 2.17224
  y = 26.3617, eps = 14.3205, rms M = 93.21 D
K = +0.0: L = +0.00000, g = 1.00000
  g from partition function = 1.00000
  y = 12.1357, eps = 7.3403, rms M = 63.25 D
K = -2.0: L = -0.53731, g = 0.40517
  g from partition function = 0.40517
  y = 4.9170, eps = 3.9632, rms M = 40.26 D
K = +2.0, enhancement of moment omitted: eps = 8.6456
```
